Charge pumped per cycle through a finite Rice-Mele chain

A chain of N cells, each with one site a and one site b, connects two long leads. The hopping is t₁ = J + δ inside a cell and t₂ = J − δ between neighbouring cells. The site energy is +Δ on a and −Δ on b. The leads have zero site energy and hopping J, and each is joined to the chain by a bond J. All hoppings enter the Hamiltonian with a plus sign.

The electrons are spinless and do not interact. Both leads have temperature zero and Fermi energy μ = 0, so there is no bias. The chain is driven slowly around the loop

δ = δ₀ cos φ, Δ = 2δ₀ sin φ, 0 < δ₀ < J,

with φ growing from 0 to 2π. How many electrons pass from left to right in one cycle? Charges are counted as electron numbers P, positive from left to right. A check by numerical calculation accompanies the answers.


PART (a)

Question. Express P, to leading order in the drive frequency ω, through the scattering matrix S(E,φ) of the chain with its parameters held fixed.

Answer. Let a_β(E) annihilate an electron arriving from lead β and b_α(E) one leaving into lead α. A periodic drive exchanges energy in units of ħω. With Eₙ = E + nħω,

b_α(E) = Σ_βn F_αβ(E,Eₙ) a_β(Eₙ).

The arriving electrons are occupied according to the Fermi function f. The net rate at which electrons enter lead α is outgoing minus incoming:

I_α = (1/h) ∫dE [ Σ_βn |F_αβ(E,Eₙ)|² f(Eₙ) − f(E) ].

Unitarity gives Σ_βn |F_αβ(E,Eₙ)|² = 1. Multiplying f(E) by this sum gives

I_α = (1/h) ∫dE Σ_βn |F_αβ(E,Eₙ)|² [f(Eₙ) − f(E)].

The bracket restricts E to a window of width |n|ħω next to μ, so the integral is already of first order in ω. F is therefore needed only at zeroth order. At that order an incoming wave exp(−iEₙt/ħ) leaves multiplied by the fixed-parameter amplitude S_αβ(φ), with φ = ωt. Write S_αβ(φ) = Σₙ Sₙ exp(inφ). The outgoing part at energy E has coefficient Sₙ, so F_αβ(E,Eₙ) → Sₙ.

At zero temperature the window contributes −nħω times the integrand at μ. Hence

I_α = −(ω/2π) Σ_βn n|Sₙ|².

Over one period 2π/ω, lead α receives −Σ_βn n|Sₙ|² electrons. Parseval's theorem gives

Σₙ n|Sₙ|² = (1/2π) ∮ S*(−i ∂S/∂φ) dφ = (1/2π) ∮ Im(S* dS).

In the last step the real part of S*∂S/∂φ is half the derivative of |S|², which integrates to zero. For the left lead, S_LL = r and S_LR = t′. The number of electrons leaving that lead is

P = (1/2π) ∮ Im(r* dr + t′* dt′), taken at E = μ. (1)

The chain returns to its initial state after a cycle, so P electrons also enter the right lead.


PART (b)

Question. Find r, t and t′ at E = 0.

Answer. Number the chain sites 1 to 2N. In a lead E = 2J cos q, and the velocity is −(2J/ħ) sin q. At E = 0 the right-moving wave therefore has q = −π/2 and exp(iq) = −i. Referring amplitudes to the end sites of the leads, 0 and 2N+1, gives

ψ₀ = 1 + r, ψ₁ = −i(1 − r),
ψ₂ₙ₊₁ = t, ψ₂ₙ = it,

where 2n in these subscripts stands for 2N. The lead wave may be continued to sites 1 and 2N because the contact bonds equal J.

Let H be the Hamiltonian of the isolated chain. The Schrödinger equation on the chain is Hψ plus a source Jψ₀ on site 1 and a source J × (amplitude on site 2N+1) on site 2N, equal to zero. Solving for the two end amplitudes introduces the real symmetric matrix K, which is −J times the end-site block of H⁻¹. Its elements are K₁₁ = x, K₁₂ = K₂₁ = y and K₂₂ = z:

−i(1 − r) = x(1 + r) + yt,
it = y(1 + r) + zt. (2)

To find the elements, list all a sites first and then all b sites:

H = [[Δ, B], [Bᵀ, −Δ]].

B has t₁ on its diagonal and t₂ just below it. The off-diagonal blocks of H² cancel, leaving Δ² + BBᵀ and Δ² + BᵀB. Both are positive, so H⁻¹ exists. From H⁻¹ = H(H²)⁻¹,

x = −JΔ [(Δ² + BBᵀ)⁻¹]_11,
y = −J [B(Δ² + BᵀB)⁻¹]_1N,
z = +JΔ [(Δ² + BᵀB)⁻¹]_NN. (3)

Reversing the order of the cells turns B into Bᵀ, and hence BBᵀ into BᵀB. The matrix elements in x and z are therefore equal, and z = −x.

The second line of (2) now gives t = y(1 + r)/(x + i). Insert this in the first line, multiply by x + i, and put k² = x² + y²:

(1 − r)(1 − ix) = (1 + r)(k² + ix).

Collecting the terms in r gives

r = (1 − k² − 2ix)/(1 + k²). (4)

Then 1 + r = 2(1 − ix)/(1 + k²). Since 1 − ix = −i(x + i),

t = −2iy/(1 + k²). (5)

For a wave from the right, x and z change places. This leaves y and k² unchanged, so t′ = t. Unitarity holds because (1 − k²)² + 4x² + 4y² = (1 + k²)².


PART (c)

Question. What does P measure in the complex plane of r, and how often does r wind around zero in a cycle?

Answer. By (5), t is purely imaginary, so t*dt is real and drops out of (1). With r = u + iv,

P = (1/2π) ∮ (u dv − v du) = (signed area enclosed by r)/π. (6)

Since |r| ≤ 1, the curve lies within the unit disc. The area can vary continuously, so P need not be an integer.

The winding number W follows from three facts.

First, the matrix element multiplying −JΔ in x is a diagonal element of a positive matrix. Thus x has the sign of −Δ, and by (4) Im r has the sign of Δ. The curve is above the real axis for 0 < φ < π and below it for π < φ < 2π.

Second, at Δ = 0 we have x = 0 and y = −J[(Bᵀ)⁻¹]_1N. Expanding B⁻¹ in powers of the shift by one cell gives

|y| = (J/t₁)(t₂/t₁)^(N−1), r = (1 − y²)/(1 + y²). (7)

Third, at φ = 0 we have t₁ > J > t₂, so |y| < 1 and r > 0. At φ = π we have t₁ < J < t₂, so |y| > 1 and r < 0.

The curve runs from the positive real axis through the upper half-plane to the negative real axis, then back through the lower half-plane. Hence W = +1 for every N ≥ 1.

The reason lies at one point of the parameter plane. By (4), r = 0 requires x = 0 and |y| = 1, hence Δ = 0 and, by (7), δ = 0, because |y| decreases steadily with δ for |δ| < J. There the chain is uniform and continues the leads without reflection. The loop encloses this point once. Reversing the loop changes Δ to −Δ at given δ, hence r to r*, and reverses the signs of W and P.


PART (d)

Question. How does P differ from W, and what happens as N grows?

Answer. Put r = |r| exp(iθ) and T = |t|² = 1 − |r|². Then Im(r*dr) = (1 − T)dθ, and with W = 1

1 − P = (1/2π) ∮ T dθ. (8)

This is at most T_max V in magnitude, where T_max is the largest T on the cycle and V = (1/2π)∮|dθ|.

To find how T depends on N, write the equations of cell n at E = 0:

Δaₙ + t₁bₙ + t₂bₙ₋₁ = 0,
t₁aₙ + t₂aₙ₊₁ − Δbₙ = 0.

Solutions proportional to λⁿ obey

Δ² + t₁² + t₂² + t₁t₂(λ + 1/λ) = 0.

Hence λ = −exp(±κ), with 2t₁t₂ cosh κ = Δ² + t₁² + t₂². Insert t₁t₂ = J² − δ² and t₁² + t₂² = 2J² + 2δ², subtract 1 from cosh κ, and use Δ² + 4δ² = 4δ₀²:

2 sinh²(κ/2) = (Δ² + 4δ²)/[2(J² − δ²)],
sinh(κ/2) = δ₀/√(J² − δ²). (9)

The two cell equations give (aₙ, bₙ₋₁) from (aₙ₊₁, bₙ) by a matrix M that is the same for all cells. At the ends, the contact bonds are included by defining t₂a_(N+1) = Jt and t₂b₀ = J(1 + r). The starting pair at the right end, divided by t, is (J/t₂, i), which does not depend on N. Applying M N times gives (a₁, b₀)/t. Since ia₁ = 1 − r and t₂b₀/J = 1 + r, both 1/t and r/t are linear in this pair:

1/t = (−1)^N (α e^(κN) + β e^(−κN)),
r/t = (−1)^N (α′ e^(κN) + β′ e^(−κN)).

The coefficients are smooth in φ and independent of N. If α vanished at some φ, 1/t would tend to zero there, contradicting |t| ≤ 1. So α is nonzero on the whole loop, and for large N

T ≈ e^(−2κN)/|α|², r → α′/α. (10)

The corrections to r, and to its derivative with respect to φ, vanish exponentially. V therefore stays bounded, and (8) gives P → 1 = W. The pumped charge becomes the winding number once the chain no longer transmits.

By (9), κ is smallest at δ = 0, that is, at φ = π/2 and 3π/2:

κ_min = 2 arsinh(δ₀/J).

Near these phases κ − κ_min grows as the square of the phase distance. The integral (8) is then Gaussian with a width proportional to N^(−1/2). If dθ/dφ is nonzero there,

1 − P ∝ N^(−1/2) exp(−2κ_min N) for large N. (11)

Expanding (9) at phase distance ε gives κ − κ_min ≈ δ₀³ε²/[J²√(J² + δ₀²)]. The Gaussian is narrow only when N is well above J²√(J² + δ₀²)/δ₀³, which is about 9 cells for δ₀ = 0.5J and about 1000 for δ₀ = 0.1J. For small δ₀ this is far more demanding than κ_min N ≫ 1. Shorter chains show a different prefactor: for δ₀ = 0.5J it falls about as 1/N between N = 10 and 20, and for δ₀ = 0.1J it is almost constant between N = 25 and 50.


PART (e)

Question. Take J = 1 as the unit of energy and δ₀ = 0.5. Work out r and t for N = 2 at φ = π/2, then discuss P for chains of different length.

Answer. At φ = π/2, t₁ = t₂ = 1 and Δ = 1. Then B = [[1,0],[1,1]] and

1 + BBᵀ = [[2,1],[1,3]], 1 + BᵀB = [[3,1],[1,2]].

Both determinants are 5. Equation (3) gives x = −3/5 = −0.6. The first row of B is (1,0), so y = −(−1/5) = 0.2. With k² = 0.36 + 0.04 = 0.40,

r = (0.6 + 1.2i)/1.4 = 0.429 + 0.857i,
t = −0.4i/1.4 = −0.286i, T = 0.082.

At φ = 0, (7) gives |y| = (1/1.5)(0.5/1.5) = 0.222 and r = 0.906. At φ = π it gives |y| = (1/0.5)(1.5/0.5) = 6 and r = −0.946. At φ = 3π/2 only Δ changes sign compared with φ = π/2, so r there is the complex conjugate, 0.429 − 0.857i. Taken in order, these four points trace the path around zero inside the unit circle.

Over the complete cycle the results are:

N = 1: P = 0.394, 1 − P = 0.61
N = 2: P = 0.894, 1 − P = 0.11
N = 3: P = 0.986, 1 − P = 0.014
N = 4: P = 0.9983, 1 − P = 1.7 × 10⁻³
N = 6: P = 0.99997, 1 − P = 2.7 × 10⁻⁵

The winding number is 1 in every row. A single cell thus has W = 1 but pumps well under half an electron, because it transmits strongly: T reaches 0.85. For N = 6 the electric charge carried from left to right per cycle is negative, with magnitude Pe = 1.602 × 10⁻¹⁹ C.

Here κ_min = 0.962, so for long chains the slowest contribution to (8) shrinks by exp(1.925) = 6.9 per added cell. The fastest, at φ = 0 and π, shrinks by (t₁/t₂)² = 9 or its mirror value (t₂/t₁)² = 9. From N = 5 to 6 the deficit falls by 2.122/0.2665 = 8.0, between these two. Between N = 100 and 200 the mean decay rate is 1.9285 per cell. Equation (11) predicts 1.9248 + (ln 2)/200 = 1.9283, so the square-root factor is visible.

Formula (1), including its sign, was also tested without scattering theory. A half-filled Fermi sea in a chain with leads of 170 sites was evolved in time, and the mean of the electrons lost by the left lead and gained by the right lead was recorded. The phase was advanced as φ = s − sin s, with s growing uniformly from 0 to 2π, so that the drive starts and stops smoothly. The derivation of (1) goes through unchanged with S expanded in s, and the resulting closed integral depends only on the loop, not on the rate at which it is traversed. With a period of 160 ħ/J this gave 0.3947 for N = 1 and 0.8938 for N = 2, against 0.3944 and 0.8935 from (1). For N = 2, a period of 40 ħ/J gave 0.8933. The small remaining differences do not shrink between these two periods, and their origin was not separated into finite frequency, finite leads and time step.


PART (f)

Question. Explain the transfer by following the edge levels of a long chain, and state when P stops being close to one.

Answer. The bulk bands obey

E² = Δ² + t₁² + t₂² + 2t₁t₂ cos k.

The smallest |E| occurs at k = π and equals √(Δ² + 4δ²) = 2δ₀. The gap therefore stays open, with constant width, throughout the cycle.

For δ < 0 a long chain separated from its leads has a level at its left end. Setting all bₙ = 0 and aₙ₊₁ = −(t₁/t₂)aₙ solves the equations with energy Δ, and the state decays into the chain because t₁ < t₂. By reflection, the right end has a level on the b sites with energy −Δ.

At φ = π/2 the left level leaves the upper band empty, at energy 2δ₀. It sinks through μ at φ = π, takes an electron from the left lead, and joins the lower band at φ = 3π/2. The right level leaves the lower band filled, rises through μ at φ = π, gives its electron to the right lead, and joins the upper band. One electron has entered on the left and one has left on the right. This account treats the levels as sharp, which holds for a chain coupled weakly to its leads. The coupling must still give each level a width large compared with the exponentially small splitting of the two end levels at φ = π. For a long chain |r| stays close to 1 as the contact bond is strengthened from such a value to J, so W cannot change, and the total and direction of the transfer carry over to contact bonds J. The timing does not carry over: for N = 2 the phase θ of r has already reached arctan(0.857/0.429) = 63° at φ = π/2, where the left level first appears.

Several conditions limit this result.

The chain must be long compared with 1/κ_min cells. A small δ₀ gives κ_min ≈ 2δ₀/J and so demands a long chain.

The loop must enclose δ = Δ = 0. For N = 10, the loop δ = 0.5 + 0.3 cos φ, Δ = 0.6 sin φ (in units of J) crosses Δ = 0 with δ > 0 both times. Then r > 0 at both crossings and W = 0. The computed charge is P = 1.8 × 10⁻⁴.

The Fermi energy must lie in the gap, though not necessarily at its centre. For N = 10 and μ = 0.5J the calculation gives W = 1 and P = 0.9999999. Away from E = 0, t need not keep a constant phase, yet the area rule (6) still holds for this loop. Mirroring the chain changes Δ to −Δ and leaves the hoppings unchanged, and t′ = t, so t is the same at φ and at 2π − φ. It retraces its path, and its term in (1) integrates to zero. For a loop without this symmetry, (1) must be used in full. If μ lies in a band, the waves in the chain are not evanescent and the argument for T → 0 fails.

Finally, the drive must be slow enough that S hardly changes with energy over the few quanta ħω exchanged. Equation (1) is the leading order in ω, for electrons without interactions at zero temperature.

Numbers as computed

```
Energies in units of J, charges in units of the electron charge
dimerization amplitude d0 = 0.50 J, Delta amplitude = 1.00 J
bulk half-gap along cycle: min 1.0000 J, max 1.0000 J
Point N = 2, phi = pi/2:
  x = -0.6000, y = 0.2000
  r = 0.4286 + (0.8571) i, t = 0.0000 + (-0.2857) i
  |r|^2 = 0.9184, |t|^2 = 0.0816
N = 2, phi = 0: |y| = 0.2222, r = 0.9059
N = 2, phi = pi: |y| = 6.0000, r = -0.9459
  N   winding   P (e)        1-P (e)     max |t|^2   V
  1   1.0000    0.39435466   6.056e-01   8.521e-01   1.0000
  2   1.0000    0.89351137   1.065e-01   1.794e-01   1.0000
  3   1.0000    0.98628409   1.372e-02   2.171e-02   1.0000
  4   1.0000    0.99829686   1.703e-03   2.436e-03   1.0000
  5   1.0000    0.99978784   2.122e-04   3.034e-04   1.0000
  6   1.0000    0.99997335   2.665e-05   4.211e-05   1.0000
  8   1.0000    0.99999957   4.323e-07   8.631e-07   1.0000
 10   1.0000    0.99999999   7.277e-09   1.810e-08   1.0000
charge per cycle at N = 6: 1.60213e-19 C
Real-time evolution, leads of 170 sites:
  N = 1, period 160 hbar/J: 0.3947 e, adiabatic formula 0.3944 e
  N = 2, period 40 hbar/J: 0.8933 e, adiabatic formula 0.8935 e
  N = 2, period 160 hbar/J: 0.8938 e, adiabatic formula 0.8935 e
kappa_min = 0.96242 per cell, 2 kappa_min = 1.92485
decay rate of 1-P, N = 100 to 200: 1.92854 per cell
  predicted with N^(-1/2) prefactor: 1.92831 per cell
largest |r(N=30) - r(infinite)| on the cycle: 2.3e-14
N = 10, Fermi energy 0.5 J: P = 0.9999999 e
Loop delta = 0.5+0.3 cos(phi), Delta = 0.6 sin(phi), N = 10:
  winding = 0.0000, P = 1.80e-04 e
```
